# What does a DLTS Arrhenius slope say about a calculated level?: test program

```python
# Result under test: the Arrhenius slope of a deep-level transient experiment,
#   slope = -d ln(e/T^2)/d(1/kT) = DeltaH(T) + E_sigma(T),
# is an ionization enthalpy plus the activation energy of the capture
# cross-section, and not the zero-temperature level.
# Symbols: e emission rate, c capture coefficient, sigma = c/<v>,
#   D(T) depth of the trap below the band edge without electronic degeneracy,
#   DeltaG = D + kT ln 2 (occupied state is a spin doublet),
#   lam relaxation energy of one classical displaced mode,
#   q its coordinate (0: occupied minimum, 1: empty minimum),
#   OMEGA, SOFT: energy and summed fractional softening of many other modes.
# Energies in eV, lengths in cm, times in s, temperatures in K.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import minimize_scalar

KB = sc.k / sc.e
STATIC = 0.42          # static-lattice depth
OMEGA = 0.020          # energy of the softened modes
SOFT = 2.0             # summed fractional softening on ionization
COUPLING = 1.0e-7      # electronic capture strength, eV cm^3/s
MODES = 100000         # number of modes in the explicit finite sums
LAMBDAS = {"A": 0.90, "B": 0.40}
NODES, WEIGHTS = np.polynomial.legendre.leggauss(160)


def bose(energy, T):
    return 1.0 / np.expm1(energy / (KB * T))


def depth(T):
    return STATIC - SOFT * OMEGA * (bose(OMEGA, T) + 0.5)


def minus_T_depth_slope(T):
    n = bose(OMEGA, T)
    return SOFT * OMEGA * (OMEGA / (KB * T)) * n * (n + 1)


def band_dos(eps):
    """Parabolic band, both spins, states per cm^3 per eV."""
    pref = (2 * sc.m_e / sc.hbar**2) ** 1.5 / (2 * np.pi**2)
    return pref * np.sqrt(eps * sc.e) * sc.e * 1e-6


def n_band(T):
    return 2 * (2 * np.pi * sc.m_e * sc.k * T / sc.h**2) ** 1.5 * 1e-6


def mean_speed(T):
    return np.sqrt(8 * sc.k * T / (np.pi * sc.m_e)) * 100


def electron_grid(T):
    """Quadrature in u = sqrt(eps), which removes the band-edge root."""
    top = np.sqrt(60 * KB * T)
    u = 0.5 * top * (NODES + 1)
    return u**2, 0.5 * top * WEIGHTS * 2 * u


def emission(T, lam):
    """Occupied trap: Boltzmann weight of q about 0, one spin channel."""
    eps, w = electron_grid(T)
    q = (depth(T) + lam + eps) / (2 * lam)
    b = 1 / (KB * T)
    rho = np.sqrt(b * lam / np.pi) * np.exp(-b * lam * q**2)
    return COUPLING * np.sum(w * 0.5 * band_dos(eps) * rho / (2 * lam))


def capture(T, lam):
    """Empty trap: Boltzmann weight of q about 1, thermal free electrons."""
    eps, w = electron_grid(T)
    q = (depth(T) + lam + eps) / (2 * lam)
    b = 1 / (KB * T)
    rho = np.sqrt(b * lam / np.pi) * np.exp(-b * lam * (q - 1) ** 2)
    thermal = band_dos(eps) * np.exp(-b * eps)
    return COUPLING * np.sum(w * thermal * rho / (2 * lam)) / np.sum(w * thermal)


def sigma(T, lam):
    return capture(T, lam) / mean_speed(T)


def activation(func, T):
    """-d ln(func)/d(1/kT) by a central difference."""
    b = 1 / (KB * T)
    h = 1e-3 * b
    up, down = func(1 / (KB * (b + h))), func(1 / (KB * (b - h)))
    return -(np.log(up) - np.log(down)) / (2 * h)


# Explicit sums over a finite number of slightly softened modes.
OMEGA_EMPTY = OMEGA * (1 - SOFT / MODES)


def free_energy_modes(T):
    def f(w):
        return 0.5 * w + KB * T * np.log(-np.expm1(-w / (KB * T)))
    return STATIC + MODES * (f(OMEGA_EMPTY) - f(OMEGA))


def enthalpy_modes(T):
    def u(w):
        return w * (bose(w, T) + 0.5)
    return STATIC + MODES * (u(OMEGA_EMPTY) - u(OMEGA))


def heat_capacity_modes(T):
    def cv(w):
        x = w / (KB * T)
        return KB * x**2 * np.exp(-x) / np.expm1(-x) ** 2
    return MODES * (cv(OMEGA_EMPTY) - cv(OMEGA))


zero_level = STATIC - 0.5 * SOFT * OMEGA

for T in (150.0, 200.0, 250.0):
    # band integrals against their closed forms, and the T^2 law
    eps, w = electron_grid(T)
    boltz = band_dos(eps) * np.exp(-eps / (KB * T))
    speed = np.sqrt(2 * eps * sc.e / sc.m_e) * 100
    assert abs(np.sum(w * boltz) / n_band(T) - 1) < 1e-8
    assert abs(np.sum(w * boltz * speed) / np.sum(w * boltz) / mean_speed(T) - 1) < 1e-8
    # many-mode limit of free energy and enthalpy; remainder is of order 1/MODES
    assert abs(free_energy_modes(T) - depth(T)) < 5e-6
    assert abs(enthalpy_modes(T) - depth(T) - minus_T_depth_slope(T)) < 5e-6
    heat = quad(heat_capacity_modes, 2.0, T, epsabs=1e-10)[0]
    assert abs(zero_level + heat - enthalpy_modes(T)) < 5e-6
    for lam in LAMBDAS.values():
        # free energy recovered from the two independently integrated rates
        dG = KB * T * np.log(capture(T, lam) * n_band(T) / emission(T, lam))
        assert abs(dG - free_energy_modes(T) - KB * T * np.log(2)) < 1e-5
        # slope law
        slope = activation(lambda t: emission(t, lam) / t**2, T)
        e_sig = activation(lambda t: sigma(t, lam), T)
        assert abs(slope - enthalpy_modes(T) - e_sig) < 2e-5

# enthalpy approaches the static-lattice depth as 1/T at high temperature;
# the next term of the series is smaller by (OMEGA/kT)^2/30
T_HOT = 3000.0
gap_sum = STATIC - enthalpy_modes(T_HOT)
gap_law = SOFT * OMEGA**2 / (6 * KB * T_HOT)
assert abs(gap_sum / gap_law - 1) < 1e-3
assert abs(enthalpy_modes(5.0) - zero_level) < 5e-6


def simulated_experiment(lam):
    """Rate-window peaks found from the transient signal itself."""
    t1 = np.geomspace(2e-4, 5e-2, 5)
    t2 = 10 * t1
    grid = np.linspace(110, 340, 116)
    rates = np.array([emission(T, lam) for T in grid])
    peaks = []
    for a, b in zip(t1, t2):
        i = int(np.argmax(np.exp(-rates * a) - np.exp(-rates * b)))
        assert 0 < i < len(grid) - 1

        def negative_signal(T):
            r = emission(T, lam)
            return np.exp(-r * b) - np.exp(-r * a)
        found = minimize_scalar(negative_signal, bounds=(grid[i - 1], grid[i + 1]),
                                method="bounded", options={"xatol": 1e-7})
        peaks.append(found.x)
    peaks = np.array(peaks)
    window = np.log(t2 / t1) / (t2 - t1)
    direct = np.array([emission(T, lam) for T in peaks])
    assert np.max(np.abs(direct / window - 1)) < 1e-4
    beta = 1 / (KB * peaks)
    gradient, intercept = np.polyfit(beta, np.log(window / peaks**2), 1)
    return peaks, window, -gradient, intercept, 1 / (KB * beta.mean())


print(f"static-lattice depth = {STATIC:.4f} eV")
print(f"softened-mode energy = {OMEGA*1e3:.1f} meV, summed softening s = {SOFT:.1f}")
print(f"zero-temperature level with zero-point energy = {zero_level:.4f} eV")
print(f"capture strength K = {COUPLING:.1e} eV cm^3/s")
print(f"static depth minus DeltaH at {T_HOT:.0f} K: sum {gap_sum*1e3:.4f}, law {gap_law*1e3:.4f} meV")
results = {}
for name, lam in LAMBDAS.items():
    peaks, window, slope_fit, intercept, T = simulated_experiment(lam)
    kT = KB * T
    D, TS = depth(T), minus_T_depth_slope(T)
    dH = enthalpy_modes(T)
    e_sig = activation(lambda t: sigma(t, lam), T)
    assert abs(slope_fit - dH - e_sig) < 5e-4   # curvature of the plot

    barrier = (lam - D) ** 2 / (4 * lam)
    barrier_TS = (lam - D) * TS / (2 * lam)
    band_term = 1.5 * kT * TS / (lam + D)
    e_sig_formula = barrier - barrier_TS - kT + band_term
    assert abs(e_sig_formula - e_sig) < 1.5e-3  # neglected order (kT)^2/lam
    c_formula = (COUPLING / np.sqrt(4 * np.pi * lam * kT)
                 * (2 * lam / (lam + D)) ** 1.5 * np.exp(-barrier / kT))
    c_ratio = c_formula / capture(T, lam)
    assert abs(c_ratio - 1) < 0.08              # neglected order kT/lam

    dG = kT * np.log(capture(T, lam) * n_band(T) / emission(T, lam))
    dS = TS / T - KB * np.log(2)
    gamma = mean_speed(T) * n_band(T) / T**2
    sigma_fit = np.exp(intercept) / gamma
    sigma_pred = sigma(T, lam) * np.exp(dS / KB + e_sig / kT)
    assert abs(np.log(sigma_fit / sigma_pred)) < 0.05
    spread = np.sqrt(MODES * bose(OMEGA, T) * (bose(OMEGA, T) + 1)) * (OMEGA - OMEGA_EMPTY)
    assert spread < 0.01 * np.sqrt(2 * lam * kT)
    results[name] = (slope_fit, dH, e_sig)

    print(f"--- trap {name}: relaxation energy = {lam:.2f} eV")
    for r, p in zip(window, peaks):
        print(f"  rate window {r:9.3f} 1/s : peak at {p:7.2f} K")
    print(f"  mid-plot temperature = {T:.2f} K, kT = {kT*1e3:.2f} meV")
    print(f"  fitted Arrhenius slope = {slope_fit:.4f} eV")
    print(f"  slope minus zero-temperature level = {(slope_fit-zero_level)*1e3:.1f} meV")
    print(f"  enthalpy DeltaH = {dH:.4f} eV, shift from 0 K = {(dH-zero_level)*1e3:.1f} meV")
    print(f"  cross-section activation E_sigma = {e_sig*1e3:.1f} meV")
    print(f"  DeltaH + E_sigma = {dH+e_sig:.4f} eV")
    print(f"  depth D(T) = {D:.4f} eV, free energy DeltaG(T) = {dG:.4f} eV")
    print(f"  total entropy DeltaS = {dS/KB:.3f} k")
    print(f"  capture barrier E_b(T) = {barrier*1e3:.1f} meV, T dE_b/dT = {barrier_TS*1e3:.1f} meV")
    print(f"  band-average term = {band_term*1e3:.2f} meV, E_sigma formula = {e_sig_formula*1e3:.1f} meV")
    print(f"  closed-form c / integrated c = {c_ratio:.3f}")
    print(f"  true cross-section = {sigma(T, lam):.3e} cm^2")
    print(f"  apparent cross-section: fit {sigma_fit:.3e}, theory {sigma_pred:.3e} cm^2")

# Trap A: slope clearly off the level. Trap B: agreement by cancellation.
assert results["A"][0] - zero_level > 0.04 and results["A"][2] > 0.02
assert abs(results["B"][0] - zero_level) < 0.01
assert results["B"][1] - zero_level > 0.005 and results["B"][2] < -0.005
print("all assertions hold")
```

It prints:

```
static-lattice depth = 0.4200 eV
softened-mode energy = 20.0 meV, summed softening s = 2.0
zero-temperature level with zero-point energy = 0.4000 eV
capture strength K = 1.0e-07 eV cm^3/s
static depth minus DeltaH at 3000 K: sum 0.5156, law 0.5158 meV
--- trap A: relaxation energy = 0.90 eV
  rate window  1279.214 1/s : peak at  242.79 K
  rate window   321.705 1/s : peak at  229.52 K
  rate window    80.905 1/s : peak at  217.59 K
  rate window    20.346 1/s : peak at  206.82 K
  rate window     5.117 1/s : peak at  197.04 K
  mid-plot temperature = 217.56 K, kT = 18.75 meV
  fitted Arrhenius slope = 0.4599 eV
  slope minus zero-temperature level = 59.9 meV
  enthalpy DeltaH = 0.4131 eV, shift from 0 K = 13.1 meV
  cross-section activation E_sigma = 46.8 meV
  DeltaH + E_sigma = 0.4600 eV
  depth D(T) = 0.3790 eV, free energy DeltaG(T) = 0.3920 eV
  total entropy DeltaS = 1.128 k
  capture barrier E_b(T) = 75.4 meV, T dE_b/dT = 9.9 meV
  band-average term = 0.75 meV, E_sigma formula = 47.5 meV
  closed-form c / integrated c = 1.037
  true cross-section = 6.838e-16 cm^2
  apparent cross-section: fit 2.555e-14, theory 2.568e-14 cm^2
--- trap B: relaxation energy = 0.40 eV
  rate window  1279.214 1/s : peak at  207.04 K
  rate window   321.705 1/s : peak at  195.82 K
  rate window    80.905 1/s : peak at  185.72 K
  rate window    20.346 1/s : peak at  176.60 K
  rate window     5.117 1/s : peak at  168.30 K
  mid-plot temperature = 185.70 K, kT = 16.00 meV
  fitted Arrhenius slope = 0.3959 eV
  slope minus zero-temperature level = -4.1 meV
  enthalpy DeltaH = 0.4121 eV, shift from 0 K = 12.1 meV
  cross-section activation E_sigma = -16.1 meV
  DeltaH + E_sigma = 0.3959 eV
  depth D(T) = 0.3839 eV, free energy DeltaG(T) = 0.3950 eV
  total entropy DeltaS = 1.066 k
  capture barrier E_b(T) = 0.2 meV, T dE_b/dT = 0.6 meV
  band-average term = 0.86 meV, E_sigma formula = -15.5 meV
  closed-form c / integrated c = 1.038
  true cross-section = 4.097e-14 cm^2
  apparent cross-section: fit 4.317e-14, theory 4.336e-14 cm^2
all assertions hold
```
